\section*{Why one implanted heavy ion can act as several excess interstitials}

\section{The choice of source term}

A calculation of dopant diffusion after implantation must decide how many silicon interstitials to start with. The ``$+1$'' model places one at the depth of each ion and ignores the many vacancy--interstitial pairs made by the collisions. For the arsenic implant treated below, that choice gives a buried boron marker a spread of about 7~nm. Including the depth separation of the pairs, with a surface that absorbs every defect reaching it, gives at least about 15~nm.

Three contributions have to be weighed: the extra atom, the displacement of the recoils, and the surface. The extra atom fixes a number, the recoils fix a depth moment, and the surface allows that moment to become a surplus.

\section{What is counted}

Let $x$ be the depth below the surface, and let all profiles depend on $x$ and time $t$ alone. $C_I$, $C_V$ and $C_K$ are the concentrations of free interstitials, vacancies and interstitials held in clusters. Thermal equilibrium concentrations are neglected beside them. The annealing model is
\begin{align}
\partial_t C_I&=D_I\,\partial_x^2C_I-kC_IC_V-k_tC_I+k_rC_K,\\
\partial_t C_V&=D_V\,\partial_x^2C_V-kC_IC_V-k'C_KC_V,\\
\partial_t C_K&=k_tC_I-k_rC_K-k'C_KC_V .
\end{align}
The diffusivities are constants, $k=4\pi r_c(D_I+D_V)$ and $k'=4\pi r_cD_V$, with capture radius $r_c$. At first the surface is a perfect sink, $C_I=C_V=0$ at $x=0$. The bottom of the layer, $x=L$, reflects.

Add the first and third equations and subtract the second. Trapping and release cancel, and so do both recombination terms, because each event removes one interstitial and one vacancy. With
\begin{equation}
u=C_I+C_K-C_V,\qquad W=D_IC_I-D_VC_V,
\end{equation}
what remains is
\begin{equation}
\partial_t u=\partial_x^2W. \label{eq:u}
\end{equation}
This is independent of the recombination and clustering rates.

From here on $u$, $W$ and the defect numbers are given per ion, that is, divided by the dose $Q$. An ion that ends on a lattice site leaves one silicon atom too many, counted as an interstitial at the ion's depth $x_{\rm ion}$. A displaced atom adds an interstitial where it stops and a vacancy where it started:
\begin{equation}
u_0(x)=\Big\langle\delta(x-x_{\rm ion})+\sum_j\big[\delta(x-x_j^{\rm end})-\delta(x-x_j^{\rm start})\big]\Big\rangle .
\end{equation}
The brackets average over ions. Atoms that reach the surface are assigned $x=0$.

\section{First contribution: the extra atom}

The integral of $u_0$ is $1$, since every pair contributes zero. Integrating (\ref{eq:u}) over depth gives
\begin{equation}
\frac{d}{dt}\int_0^L u\,dx=\partial_xW(L)-\partial_xW(0)=-\partial_xW(0),
\end{equation}
because nothing crosses the bottom. The right side is the rate at which the surface absorbs vacancies minus that for interstitials. If $S_V$ and $S_I$ are the numbers absorbed so far per ion, the number $n$ of interstitials left once the vacancies have gone is
\begin{equation}
n=1+S_V-S_I. \label{eq:n}
\end{equation}
Bulk recombination cannot raise $n$ above one. A surplus requires the surface to have taken more vacancies than interstitials.

The surplus is temporary. When all defects have gone, $0=1+S_V-S_I$, so the surface has then taken one interstitial more than vacancies.

\section{Second contribution: the recoil displacement}

Multiply (\ref{eq:u}) by $x$ and integrate by parts twice:
\begin{equation}
\frac{d}{dt}\int_0^L x\,u\,dx=\big[x\,\partial_xW-W\big]_0^L=-W(L). \label{eq:mom}
\end{equation}
At the surface both terms vanish, the first because $x=0$ and the second because the sink makes $W=0$. At the bottom $\partial_xW=0$. As long as no defects have reached the bottom, the first moment is conserved, whatever the two diffusivities. Its value follows from $u_0$:
\begin{equation}
M=\int_0^L x\,u_0\,dx=R_p+\Big\langle\sum_j(x_j^{\rm end}-x_j^{\rm start})\Big\rangle=R_p+N_F\Delta .
\end{equation}
Here $R_p$ is the mean ion depth, $N_F$ the number of pairs per ion and $\Delta$ their mean signed separation in depth.

The sign of $\Delta$ comes from momentum. Let a projectile of mass $m$ and speed $v$ strike a resting atom of mass $M_2$, which leaves with momentum $p_2$ at angle $\varphi$ to the projectile's path. Energy conservation reads
\begin{equation}
\frac{(mv)^2}{2m}=\frac{(mv)^2-2mv\,p_2\cos\varphi+p_2^2}{2m}+\frac{p_2^2}{2M_2}.
\end{equation}
Cancelling the common term and dividing by $p_2$ gives
\begin{equation}
v\cos\varphi=\frac{p_2}{2}\Big(\frac1m+\frac1{M_2}\Big)>0 .
\end{equation}
The struck atom moves forward relative to its projectile. Most displaced atoms, however, are struck by slow secondary recoils that already move in nearly all directions. Only a small forward bias along the depth axis is left, so the mean signed separation is much smaller than the typical distance between an interstitial and its vacancy.

\section{Third contribution: the surface}

After the vacancies have gone, and while the bottom is untouched, $M$ belongs to the $n$ survivors alone. If their mean depth is $\bar x$,
\begin{equation}
n=\frac{M}{\bar x}. \label{eq:nx}
\end{equation}
Recoil separation makes $M$ larger than $R_p$. If $M>\bar x$, then $n>1$, and (\ref{eq:n}) says where the missing vacancies went. The separation leaves an excess of vacancies on the shallow side and of interstitials on the deep side, and the shallow excess is the one closer to the sink.

A dopant below the damage responds to the interstitials that pass it over time. Define
\begin{equation}
\Phi_{I}(x)=\frac1Q\int_0^\infty D_IC_I\,dt,\qquad \Phi_{V}(x)=\frac1Q\int_0^\infty D_VC_V\,dt,
\end{equation}
which are lengths, and let $\Phi=\Phi_I-\Phi_V$. Integrating (\ref{eq:u}) over the whole anneal, with all clusters dissolved at the end, gives
\begin{equation}
\Phi''=-u_0,\qquad \Phi(0)=0,\qquad \Phi'(L)=0 .
\end{equation}
One integration from the bottom gives $\Phi'(x)=\int_x^Lu_0\,ds$. A second, from the surface, gives
\begin{equation}
\Phi(x)=\int_0^L\min(x,s)\,u_0(s)\,ds .
\end{equation}
Below all the damage $\min(x,s)=s$, so $\Phi=M$. The $+1$ model, with no pairs, gives $R_p$ there. The ratio is
\begin{equation}
f=\frac{M}{R_p}=1+\frac{N_F\Delta}{R_p}. \label{eq:f}
\end{equation}
Because $\Phi_V\ge0$ in this model, the interstitial signal itself obeys
\begin{equation}
\frac{\Phi_I}{R_p}=f+\frac{\Phi_V}{R_p}\ge f .
\end{equation}
Thus $f$ is a lower bound, approached when few vacancies reach the marker. If stable loops remain at the end, their first moment per ion must be subtracted from $M$.

\section{Why heavy ions}

Equation (\ref{eq:f}) splits the surplus into two factors, $f-1=\Delta\,(N_F/R_p)$: forward separation times displacements per unit depth. They were computed from binary-collision cascades in amorphous silicon, with the universal screened potential, Lindhard--Scharff electronic stopping, free flights of 0.272~nm and a displacement energy of 15~eV. Moving atoms were followed down to 5~eV. The ion energies were chosen to give similar ranges, so energy is not held fixed in this comparison.

\begin{center}
\begin{tabular}{lccccc}
Ion & $R_p$ (nm) & $N_F$ & $\Delta$ (nm) & $N_F/R_p$ (nm$^{-1}$) & $f$\\
B, 8 keV & 36.0 & 127 & 0.116 & 3.5 & $1.41\pm0.01$\\
P, 24 keV & 37.0 & 427 & 0.127 & 11.5 & $2.47\pm0.05$\\
As, 40 keV & 31.9 & 756 & 0.154 & 23.7 & $4.66\pm0.10$
\end{tabular}
\end{center}

The uncertainties are standard errors over the simulated ions and exclude errors of the cascade model. A separate sample of 160 arsenic ions gives $R_p=33.9$~nm and $f=4.32\pm0.12$, so the arsenic factor can move by about 0.3 between samples, mostly through $R_p$; the moment $M$ moves only from 148 to 146~nm. For arsenic,
\begin{equation}
f-1\approx\frac{756\times0.154\ \text{nm}}{31.9\ \text{nm}}\approx3.65 .
\end{equation}
From boron to arsenic, $N_F/R_p$ grows by a factor of 6.7 and $\Delta$ by 1.3. The heavy ion owes its larger $f$ mainly to the density of displacements along its path.

The arsenic vacancies lie at a mean depth of 23.64~nm and the recoils at 23.80~nm. This small difference matters because it is multiplied by 756 pairs, while the extra atom enters once. The mean is unevenly shared: the 5\% of pairs separated by more than 3~nm carry about half of $N_F\Delta$.

\section{The contributions during an anneal}

The arsenic profiles were placed in the reaction--diffusion model at a dose of $2\times10^{12}$~cm$^{-2}$. The layer was 300~nm deep, with $D_I=D_V=10^{-10}$~cm$^2$/s, $r_c=0.5$~nm, $k_t=1000$~s$^{-1}$ and $k_r=20$~s$^{-1}$. These transport and trapping values are illustrative and not fitted to silicon, so the times quoted below are not those of a real anneal; $f$ does not depend on them. The initial moment is $M=148.4$~nm per ion. At 0.31~s, with the bottom still practically untouched, the moment is 148.6~nm, although only 0.18 vacancies per ion are left.

The vacancies fall below 0.01 per ion at 4.43~s. By then the surface has absorbed $S_V=10.23$ and $S_I=8.66$ per ion, so
\begin{equation}
n\approx1+10.23-8.66=2.57 ,
\end{equation}
against a directly counted 2.58; the difference is the remaining vacancies. Most of the surface loss is balanced, and the surplus comes from a difference of about 1.6 between two larger numbers. The two losses are sensitive to the cascade sample and to the grid near the surface, and each can shift by about 2; their difference changes by less than 0.1. Over the whole anneal $S_I-S_V=1.000$.

The survivors' mean depth is 63.7~nm, so (\ref{eq:nx}) predicts $148.4/63.7=2.33$, which is about 10\% below the count. In this run most of the difference comes from the bottom of the layer. By (\ref{eq:mom}), the moment changes by minus the signal collected at the bottom, which at this time is $-0.093M$: more vacancy than interstitial signal has arrived. The moment has therefore risen by 9\%, and the last vacancies account for the small remainder. The count $n$ itself depends on the layer depth, because the last vacancies linger far below the surface. In a 1200~nm layer they fall below 0.01 per ion only after roughly 30~s (28 to 34~s, depending on the cascade sample), when 1.1 to 1.2 interstitials per ion are left. The signal ratio $f$ does not depend on the layer depth.

Each cause can now be removed while the dose, transport and trapping parameters stay fixed.

\paragraph{No separation.} If each pair is created at one point, $\Phi/R_p=1.000$. The number surviving when the vacancies have gone is $n=0.88$, so the surface has by then taken slightly more interstitials than vacancies. The presence of many pairs and a nearby surface is not sufficient for a surplus here.

\paragraph{Closed surface.} With separation kept but the surface practically closed, $n=1.009$, where the excess over one is the vacancy remainder. Separation without a sink produces no surplus either.

\paragraph{Imperfect surface.} Let both defects obey $\partial_xC=C/\ell$ at $x=0$, with transfer length $\ell$. Then $\Phi(0)=\ell\,\Phi'(0)=\ell\int u_0\,dx=\ell$. The signal below the damage becomes $M+\ell$, and that of the $+1$ model $R_p+\ell$, so
\begin{equation}
f_\ell=\frac{M+\ell}{R_p+\ell}=1+\frac{N_F\Delta}{R_p+\ell}.
\end{equation}
For $\ell=20$~nm the anneal gives 3.25, in agreement with this formula, and for $\ell\to\infty$ the factor tends to one. This counts atoms carried to the surface by the cascade as interstitials at $x=0$ that can still enter the crystal. If $N_s$ of them per ion were lost at once, $\int u_0\,dx$ would be $1-N_s$ and $\Phi(0)=\ell(1-N_s)$, so the factor would be lower. If the two lengths differ, $\Phi(0)=\ell_IS_I-\ell_VS_V$ with final losses $S_I=1+S_V$, hence
\begin{equation}
\Phi(0)=\ell_I+(\ell_I-\ell_V)S_V .
\end{equation}
For a nearly perfect sink $S_V$ is near ten, and a difference of 1~nm then shifts the signal by roughly 10~nm. Equality of the two lengths is therefore a strong assumption.

\section{The vacancy signal and the dose}

The difference $\Phi/R_p$ is 4.660 in all four runs with separation and a perfect sink, but the interstitial part varies. In the base run
\begin{equation}
\frac{\Phi_I}{R_p}=5.12=4.66+0.46 ,
\end{equation}
so vacancies that reach the bottom raise the interstitial signal by about 10\% above the bound. Unlike $f$, this part depends on the layer depth: in a 1200~nm layer it is only about 0.33 at a depth of 300~nm. It also depends on the cascade sample: other samples give 0.32 to 0.38 in place of 0.46, and 0.27 in place of 0.33. In the 300~nm layer without traps, the vacancy part is 0.31 for $D_V=10D_I$ and vanishes to the printed digits for $D_V=0.1D_I$.

At one tenth of the dose, with traps, $\Phi_I/R_p$ rises to 10.8. Recombination is bilinear in the concentrations, so at lower dose more defects of both kinds escape before they meet. The limit without any recombination follows from solving $\Phi_V''=-v_0$ separately, where $v_0$ is the initial vacancy profile per ion. It gives $\Phi_V=N_F\bar x_V$, with $\bar x_V$ the mean vacancy depth, and
\begin{equation}
\frac{\Phi_V}{R_p}=\frac{756\times23.64}{31.9}\approx560 .
\end{equation}
Recombination reduces 560 to 0.46 in the base run, yet leaves the difference untouched.

The low-dose value needs caution. The typical spacing of the impacts, $Q^{-1/2}$, is 7.1~nm at the full dose but 22~nm at one tenth of it. That is comparable with the depth of the damage, and a laterally averaged profile then underestimates recombination within a single cascade. The error is not confined to low dose. At the full dose, an interstitial has about as many vacancies of its own cascade within 2~nm as the averaged profile supplies, so the vacancy part of 0.46 is probably too high as well.

\section{Smaller corrections}

\paragraph{Capture at a distance.} Real recombination occurs across $r_c$ and erases part of the separation. Consider an interstitial that starts at distance $r>r_c$ from its own vacancy, and let $\theta$ be the angle between its position and a fixed axis. The expected value of $\cos\theta$ at capture, counted as zero for an escape, is a harmonic function of the starting point. It equals $\cos\theta$ on the sphere $r=r_c$ and vanishes far away, so it is $(r_c/r)^2\cos\theta$. The mean separation erased is then $r_c(r_c/r)^2$ along the original direction, which is the fraction
\begin{equation}
\frac{r_c(r_c/r)^2}{r}=\Big(\frac{r_c}{r}\Big)^3
\end{equation}
of the initial value. For $r<r_c$ all of it is lost. A random-walk test started at $r=2r_c$ gave 0.125, equal to $1/8$. Applied to the arsenic pairs, this lowers $f$ from 4.66 to 4.45. It is an estimate, because each interstitial is paired with its own vacancy.

\paragraph{Displacement energy.} Raising it from 15 to 25~eV lowers $N_F$ to 450 but raises $\Delta$ to 0.229~nm. The result is $f=4.05\pm0.09$; a separate sample of 120 ions gives $4.40\pm0.14$, and samples at 15~eV range from 4.3 to 4.7, so the change in $f$ is not resolved from the scatter between samples. The product $N_F\Delta$ is less sensitive than either factor.

\paragraph{Bulk sinks.} Let free defects of both kinds be lost at the rate $D/\lambda^2$. Then $\Phi''-\Phi/\lambda^2=-u_0$. Multiply by $w=\sinh(x/\lambda)$, which satisfies $w''=w/\lambda^2$, and integrate from the surface to a depth $X$ below the damage:
\begin{equation}
\big[w\Phi'-w'\Phi\big]_0^X=-\int_0^Xw\,u_0\,dx .
\end{equation}
The lower limit contributes nothing. In a deep layer $\Phi=Ae^{-x/\lambda}$ below the damage, and the upper limit gives $-A/\lambda$. Hence $A=\lambda\int\sinh(x/\lambda)\,u_0\,dx$: the weight $x$ is replaced by $\lambda\sinh(x/\lambda)$. For $\lambda=100$~nm the ratio to the $+1$ model is 4.77. Sinks of this strength weaken both signals at depth but change their ratio by only about 2\%.

\section{The boron marker and the real process}

If boron diffuses by interstitials alone, its diffusivity is $D_BC_I/C_I^*$, where the star marks equilibrium and $D_B$ is the equilibrium diffusivity. Multiplying and dividing by $D_I$,
\begin{equation}
\int D_B\frac{C_I}{C_I^*}\,dt=\frac{D_B}{D_IC_I^*}\int D_IC_I\,dt\ \ge\ \frac{D_B\,Q f R_p}{D_IC_I^*}.
\end{equation}
Rough values near 800~$^\circ$C (1073~K) are $D_B=4\times10^{-17}$~cm$^2$/s and $D_IC_I^*=10^3$~cm$^{-1}$s$^{-1}$. The bound is
\begin{equation}
\frac{4\times10^{-17}\times2\times10^{12}\times4.66\times31.9\times10^{-7}}{10^{3}}\ \text{cm}^2\approx1.2\times10^{-12}\ \text{cm}^2 .
\end{equation}
The root-mean-square spread is the square root of twice the integral, so it is at least about 15~nm; pair capture does not change this rounded figure. The $+1$ model gives about 7~nm, and ordinary diffusion during 30~minutes about 4~nm. The spread grows as $\sqrt f$, so an error in $f$ enters at half its relative size.

Arsenic implants for the source and drain of a transistor can have doses near $10^{15}$~cm$^{-2}$, far above the one taken here. At $2\times10^{12}$~cm$^{-2}$ the peak displaced fraction is 0.89\%. Scaled linearly to $10^{15}$~cm$^{-2}$ it would exceed 100\%, which means that the crystal becomes amorphous and the present $u_0$ no longer applies. Regrowth removes the pairs inside the amorphous layer, and the moment must be rebuilt from the damage beyond it.

Below amorphization, the surface is the assumption with the largest computed effect on $f$: a common transfer length of 20~nm lowers it from 4.66 to 3.25. Channelling, charge states and stress are not included, and their effect is not estimated here. An effective factor of about four to five for this implant therefore presupposes an efficient surface sink, complete dissolution of the clusters and a marker below the damage. The numerical output lists the tabulated cascade samples and the anneals in the 300~nm layer; the 1200~nm values, the further samples and the count of vacancies within a cascade come from separate runs.

\section*{Table of computed values}
\begin{verbatim}
displacement energy 15 eV, stop energy 5 eV, flight 0.272 nm
B 8 keV: R_p 36.0 nm, pairs per ion N_F 127, Delta 0.116 nm
   N_F/R_p 3.54 per nm, f 1.41 +- 0.01, with pair capture 1.38
   N_F over the standard damage-energy estimate: 1.13
P 24 keV: R_p 37.0 nm, pairs per ion N_F 427, Delta 0.127 nm
   N_F/R_p 11.54 per nm, f 2.47 +- 0.05, with pair capture 2.38
   N_F over the standard damage-energy estimate: 1.16
As 40 keV: R_p 31.9 nm, pairs per ion N_F 756, Delta 0.154 nm
   N_F/R_p 23.72 per nm, f 4.66 +- 0.10, with pair capture 4.45
   N_F over the standard damage-energy estimate: 1.16
As, displacement energy 25 eV: N_F 450, Delta 0.229 nm, f 4.05 +- 0.09
As mean depth: vacancies 23.64 nm, recoils 23.80 nm
As first moment M 148.4 nm per ion
capture walk from 2 radii: hit 0.499, lost fraction 0.125
anneal model: dose 2.0e+12 cm^-2, D_I 1e-10 cm^2/s, capture radius 0.5 nm
   trapping 1000 /s, release 20 /s, depth 300 nm
D_V = D_I, traps: Phi_I/R_p 5.123, Phi_V/R_p 0.463, difference 4.660
D_V = 10 D_I, no traps: Phi_I/R_p 4.973, Phi_V/R_p 0.313, difference 4.660
D_V = 0.1 D_I, no traps: Phi_I/R_p 4.660, Phi_V/R_p 0.000, difference 4.660
dose / 10, traps: Phi_I/R_p 10.824, Phi_V/R_p 6.165, difference 4.660
bottom still untouched at 0.31 s: moment 148.6 nm, vacancies left 0.18 per ion
vacancies gone (below 0.01 per ion) at 4.43 s
   surviving interstitials n 2.58 per ion, mean depth 63.7 nm
   n times mean depth over M: 1.108, collected at the bottom over M: -0.093
   surface losses so far: S_V 10.23, S_I 8.66 per ion
   whole anneal: S_I - S_V = 1.000 per ion
no separation: n 0.88 at mean depth 66.1 nm, f 1.000
closed surface: n 1.009 per ion
surface transfer length 20 nm: f 3.25
bulk sinks, decay length 100 nm: f 4.77
peak displaced fraction of atoms 0.89 %
mean distance between ion impacts 7.1 nm; at dose / 10 22.4 nm
boron marker: D_B 4e-17 cm^2/s, D_I C_I* 1e+03 cm^-1 s^-1
   spread with +1 7.1 nm, with f 15.4 nm, with pair capture 15.1 nm
   ordinary diffusion in 30 min 3.8 nm
\end{verbatim}
